# Hyperfine Paschen-Back Energies and Their Leading 1/B Corrections, part 2

We seek the hyperfine energies of an atomic level of fixed $J$ and nuclear spin $I$ in a strong field $B$ along $z$. The momenta are dimensionless, and $A$ and $B_Q$ are energies. The Hamiltonian is

$$
H=H_Z+V,\qquad H_Z=\mu_BB(g_JJ_z+g_II_z). \tag{1}
$$

$$
V=A\,\mathbf I\cdot\mathbf J+\kappa Q, \tag{2}
$$

$$
Q=3(\mathbf I\cdot\mathbf J)^2+\tfrac32\mathbf I\cdot\mathbf J-I(I+1)J(J+1), \tag{3}
$$

$$
\kappa=\frac{B_Q}{2I(2I-1)J(2J-1)}. \tag{4}
$$

Product states $|m_J,m_I\rangle$ with equal $M=m_J+m_I$ form a block, with Zeeman energies

$$
E^{(0)}=g_I\mu_BB\,M+m_J\Delta,\qquad \Delta=(g_J-g_I)\mu_BB. \tag{7}
$$

The first-order energy is

$$
E^{(1)}=A\,m_Im_J+\frac{B_Q[3m_I^2-I(I+1)][3m_J^2-J(J+1)]}{4I(2I-1)J(2J-1)}. \tag{15}
$$

$V_{nk}$ denotes the element of $V$ between state $k$ and another state $n$ of its block. Single and double flips have

$$
L_\pm(j,m)=j(j+1)-m(m\pm1). \tag{17}
$$

$$
\langle m_J\pm1,m_I\mp1|V|m_J,m_I\rangle=\tfrac12A_\pm\sqrt{L_\pm(J,m_J)L_\mp(I,m_I)}, \tag{19}
$$

$$
A_\pm=A+\tfrac{3\kappa}{2}(2m_J\pm1)(2m_I\mp1). \tag{20}
$$

$$
\langle m_J\pm2,m_I\mp2|V|m_J,m_I\rangle=\tfrac{3\kappa}{4}\sqrt{P_\pm(J,m_J)P_\mp(I,m_I)}, \tag{21}
$$

$$
P_\pm(j,m)=L_\pm(j,m)\,L_\pm(j,m\pm1). \tag{22}
$$

The second-order energy, of order $1/B$, is

$$
a=J(J+1)-m_J^2,\qquad b=I(I+1)-m_I^2, \tag{25}
$$

$$
\begin{aligned}
E_2={}&\frac{(a+m_J)(b-m_I)A_-^2-(a-m_J)(b+m_I)A_+^2}{4\Delta}\\
&+\frac{9\kappa^2}{32\Delta}\big[P_-(J,m_J)P_+(I,m_I)\\
&\qquad\quad-P_+(J,m_J)P_-(I,m_I)\big].
\end{aligned} \tag{26}
$$

Fixing $J$ omits a shift from the field alone and a mixed shift from the field together with hyperfine elements between different $J$. With $E_{\rm fs}$ the distance to the neighbouring fine-structure levels, the correction exceeds these two shifts, respectively, if

$$
(\mu_BB)^3\ll A^2E_{\rm fs},\qquad (\mu_BB)^2\ll |A|E_{\rm fs}. \tag{5}
$$

The example has $I=J=3/2$, $g_J=4/3$, $g_I=-0.001$, $A/h=100$ MHz, $B_Q/h=20$ MHz, $\kappa/h=1.111$ MHz and $B=0.5$ T.

### The $A^2$ term

For $\kappa=0$ both effective constants equal $A$ and the double flips vanish. The products in (26) expand to

$$
\begin{aligned}
(a+m_J)(b-m_I)&=ab-am_I+bm_J-m_Jm_I,\\
(a-m_J)(b+m_I)&=ab+am_I-bm_J-m_Jm_I.
\end{aligned}
$$

Their difference is $2(bm_J-am_I)$. Hence

$$
E_2^{(A^2)}=\frac{A^2}{2\Delta}\Big\{m_J[I(I+1)-m_I^2]-m_I[J(J+1)-m_J^2]\Big\}. \tag{28}
$$

This is the whole $1/B$ correction for a pure dipole interaction. With a quadrupole interaction, $A_\pm^2$ also contains terms in $A\kappa$ and $\kappa^2$, and these have the same denominator $\Delta$. Apart from special states in which these terms vanish or cancel, equation (28) alone is then sufficient only if the quadrupole parts of the flip elements are small compared with the dipole parts, or if the accuracy required is correspondingly modest.

The first term of (28) has a simple semiclassical reading. Treat the nuclear spin as a fixed vector. In the energy units of (7), the electronic momentum then sees the vector $\Delta\hat z+A\mathbf I$. For large positive $\Delta$ its length is

$$
\Delta+AI_z+\frac{A^2(I_x^2+I_y^2)}{2\Delta}+\dots
$$

Multiplication by $m_J$ gives the Zeeman energy, the first-order dipole energy and the first term of (28). For the second term the roles are exchanged. At fixed $M$ one has $m_J\Delta=M\Delta-m_I\Delta$, so the nucleus sees the vector $-\Delta\hat z+A\mathbf J$, and the transverse part of $\mathbf J$ contributes with the opposite sign. This picture identifies the two terms; their joint presence is established by (26).

At fixed $m_J$, equation (28) contains $-A^2m_Jm_I^2/(2\Delta)$, which has the same dependence on $m_I$ as a quadrupole energy. In the example at 0.5 T, $A^2/(2\Delta h)=0.535$ MHz. For $m_J=3/2$ the coefficient of $m_I^2$ from (28) is therefore $-0.80$ MHz, while the true quadrupole coefficient is $\tfrac{3\kappa}{2}[3m_J^2-J(J+1)]=5$ MHz. A value of $B_Q$ taken from the curvature of this group by first-order theory would be too small by about 16% from this cause alone. The terms in $A\kappa$ and $\kappa^2$ of (26) add to the bias. The exact shifts of the group are 230, 72.741, $-76.741$ and $-217.846$ MHz, and a quadratic least-squares fit in $m_I$ gives the coefficient $(230-72.741+76.741-217.846)/4=4.04$ MHz, about 19% below 5 MHz. The false curvature is odd in $m_J$ and the true one is even, so the mean over the groups $\pm m_J$ removes the contribution of (28). The full $E_2$ also changes sign when both projections are reversed, as shown below, so the mean removes the whole $1/B$ curvature. In the example the group $m_J=-3/2$ has the fitted coefficient 5.97 MHz, and the mean of the two groups is 5.00 MHz.

The centre of a group also moves. Averaging (28) over $m_I$ removes the second term and replaces $m_I^2$ by $I(I+1)/3$, which leaves $A^2m_JI(I+1)/(3\Delta)$. For $m_J=3/2$ in the example this is $0.535\cdot3.75=2.0$ MHz.

### Signs, symmetry and exact cases

For positive $\Delta$, coupling to a state of lower $m_J$ raises the level and coupling to one of higher $m_J$ lowers it. Each pair of states thus receives equal and opposite second-order shifts, and the sum of $E_2$ over a block is zero. This agrees with the trace of the block, which is fixed by the diagonal elements.

Reversing both $m_J$ and $m_I$ exchanges $A_+$ with $A_-$ and raising factors with lowering factors. Therefore $E_2$ changes sign, while $E^{(1)}$ does not. Reversing the sign of both $A$ and $B_Q$ has the opposite effect: $E^{(1)}$ changes sign and $E_2$ does not.

The stretched states $m_J=J$, $m_I=I$ and $m_J=-J$, $m_I=-I$ are alone in their blocks. For them $E_2=0$, and the sum of the Zeeman energy and $E^{(1)}$ is exact for the Hamiltonian (1). In (28) this appears as $a=J$ and $b=I$ for the upper stretched state, so that $bm_J-am_I=IJ-JI=0$.

### Comparison with the Breit-Rabi formula

For $J=1/2$ there is no quadrupole term, and a block with $|M|<I+1/2$ has two states. Apart from the common energy $g_I\mu_BBM$, their diagonal elements are

$$
\tfrac12\Delta+\tfrac12A(M-\tfrac12),\qquad -\tfrac12\Delta-\tfrac12A(M+\tfrac12).
$$

The mean is $-A/4$ and half the difference is $\tfrac12(\Delta+AM)$. For the off-diagonal element, (19) is used with $L_-(\tfrac12,\tfrac12)=1$ and $L_+(I,M-\tfrac12)=I(I+1)-(M^2-\tfrac14)=(I+\tfrac12)^2-M^2$. Call the last quantity $C$. The eigenvalues are the mean plus or minus the root of the squared half difference and the squared coupling:

$$
\begin{aligned}
E_\pm={}&g_I\mu_BBM-\tfrac14A\pm\tfrac12\sqrt{(\Delta+AM)^2+A^2C}\\
={}&g_I\mu_BBM-\tfrac14A\\
&\pm\tfrac12\sqrt{\Delta^2+2AM\Delta+A^2(I+\tfrac12)^2}.
\end{aligned} \tag{29}
$$

This is the Breit-Rabi formula. For large positive $\Delta$ the first form expands to

$$
\begin{aligned}
E_\pm={}&g_I\mu_BBM-\tfrac14A\pm\tfrac12(\Delta+AM)\\
&\pm\frac{A^2C}{4\Delta}\mp\frac{A^3MC}{4\Delta^2}+\dots
\end{aligned} \tag{30}
$$

The upper sign belongs to $m_J=1/2$ and $m_I=M-1/2$, for which $\tfrac12AM-\tfrac14A=\tfrac12Am_I$. The lower sign belongs to $m_J=-1/2$ and $m_I=M+1/2$, for which $-\tfrac12AM-\tfrac14A=-\tfrac12Am_I$. Both agree with $Am_Im_J$. In (28), $a=1/2$, and the brace becomes

$$
\pm\tfrac12[I(I+1)-m_I(m_I\pm1)]=\pm\tfrac12C.
$$

The correction is therefore $\pm A^2C/(4\Delta)$, as in (30). For $M\ne0$ the last term written in (30) is the first omitted one, and it scales as $A^3/\Delta^2$. For $M=0$ it vanishes, and (29) gives a first omitted term of order $A^4/\Delta^3$.

### A level computed term by term

The example has $I=J=3/2$, $g_J=4/3$, $g_I=-0.001$, $A/h=100$ MHz, $B_Q/h=20$ MHz and $B=0.5$ T. Then $\mu_BB/h=6998.12$ MHz and

$$
\Delta/h=(1.333333+0.001)\cdot6998.12\ \text{MHz}=9337.83\ \text{MHz}.
$$

Consider $m_J=1/2$, $m_I=-1/2$. In MHz, the Zeeman energy is $6998.12\,(0.666667+0.0005)=4668.914$. The dipole energy is $100\cdot(-\tfrac14)=-25$. Both quadrupole brackets in (15) are $-3$ and the denominator is 36, so the quadrupole energy is $20\cdot9/36=5$.

When $m_J$ is lowered, both ladder factors are 4. The factor $2m_J-1$ vanishes, so $A_-/h=100$ MHz. The contribution to $E_2/h$ is

$$
\frac{4\cdot4\cdot100^2}{4\cdot9337.83}=4.284\ \text{MHz}.
$$

When $m_J$ is raised, both ladder factors are 3, and (20) gives $A_+/h=100+1.6667\cdot2\cdot(-2)=93.333$ MHz. The contribution is

$$
-\frac{3\cdot3\cdot93.333^2}{4\cdot9337.83}=-2.099\ \text{MHz}.
$$

The double flip downwards has $P_-(J,m_J)=P_+(I,m_I)=12$ and adds $9\cdot1.1111^2\cdot144/(32\cdot9337.83)=0.005$ MHz. A double flip upwards would lead beyond $m_J=3/2$ and is absent. The sum is $E_2/h=2.190$ MHz. The $A^2$ term alone has the brace $3.5$ and gives $3.5\cdot0.53546=1.874$ MHz. The quadrupole interaction thus supplies 0.316 MHz of the $1/B$ correction in this state.

Altogether

$$
E/h=4668.914-25+5+2.190=4651.104\ \text{MHz},
$$

which corresponds to $0.155144\ \text{cm}^{-1}$. Exact diagonalization of the same Hamiltonian gives 4651.054 MHz. The second-order result is too high by 0.050 MHz.

### Accuracy over the whole level

The numerical check compares all sixteen states with exact diagonalization. The largest absolute errors at 0.5 T are as follows.

| Energies used | Largest error (MHz) |
|---|---|
| Zeeman and $E^{(1)}$ | 3.26 |
| with the $A^2$ term | 0.36 |
| with the full $E_2$ | 0.08 |

The state $m_J=m_I=1/2$ shows where the last error comes from. Its $E_2$ is zero because the shifts from above and below cancel, yet its exact hyperfine shift is 29.917 MHz instead of 30 MHz. Its block has two further states, $(m_J,m_I)=(3/2,-1/2)$ and $(-1/2,3/2)$, each with a first-order shift of $-80$ MHz. Both couple to the middle state with $v=50\sqrt{12}$ MHz, so $v^2=30000$ MHz$^2$. They couple to each other by a double flip with $w=\tfrac34\cdot1.1111\cdot12=10$ MHz.

Let $x$ be the energy of the middle state in MHz, measured from its Zeeman energy, and set its amplitude to 1. With $c_1$ and $c_2$ the amplitudes of the upper and lower neighbours, the outer rows of the eigenvalue equation are

$$
\begin{aligned}
(x+80-\Delta)c_1-wc_2&=v,\\
-wc_1+(x+80+\Delta)c_2&=v,
\end{aligned}
$$

where $\Delta$ stands for its value in MHz. Solving for the two amplitudes and adding them gives

$$
c_1+c_2=\frac{2v(x+80+w)}{(x+80)^2-\Delta^2-w^2}.
$$

The middle row is $x-30=v(c_1+c_2)$, so

$$
x-30=\frac{2v^2(x+80+w)}{(x+80)^2-\Delta^2-w^2}. \tag{31}
$$

On the right-hand side $x\approx30$ suffices. The numerator is $60000\cdot120$ and the denominator is close to $-9337.83^2$, so the shift is $-0.083$ MHz. It is of order $1/\Delta^2$ and accounts for the last row of the table, the largest error left when the full $E_2$ is used.

The printed shifts also contain equal pairs, such as $-76.741$ MHz for both $(3/2,-1/2)$ and $(1/2,-3/2)$. They follow from $I=J$. Exchanging the two momenta and reversing both projections maps $(m_J,m_I)$ to $(-m_I,-m_J)$. This leaves $V$ unchanged, and it leaves $m_J-m_I$ unchanged. Within a block $m_J\Delta=\tfrac12M\Delta+\tfrac12(m_J-m_I)\Delta$, so the two blocks differ only by a constant Zeeman energy. The hyperfine shifts of the paired states are therefore equal at any field in this model.

Between 10 T and 20 T, in the same fixed-$J$ model, the largest error falls by a factor 2.000 if only the $A^2$ term is included, and by 4.000 if the full $E_2$ is used. These factors confirm that (28) leaves a $1/B$ error when $B_Q\ne0$, and that (26) removes it.

### Where the expansion fails

The expansion requires the flip elements to be small compared with $|\Delta|$. The differences between the first-order shifts within a block must be small as well, because they change the energy denominators. Since $L_\pm(j,m)\le(j+\tfrac12)^2$, a dipole flip element is at most $\tfrac12|A|(J+\tfrac12)(I+\tfrac12)$. In the example this is 200 MHz, about 2% of $\Delta/h$, and the first-order shifts within a block also differ by at most 200 MHz. The weight of other product states in an eigenstate is, to leading order, the sum of $|V_{nk}|^2/(E_k^{(0)}-E_n^{(0)})^2$. For $m_J=m_I=1/2$ it is $2v^2/\Delta^2=6.88\times10^{-4}$. For $m_J=1/2$, $m_I=-1/2$ the single-flip elements are $\tfrac12\cdot100\cdot4=200$ MHz downwards and $\tfrac12\cdot93.333\cdot3=140$ MHz upwards, and the leading-order weight from them is $(200^2+140^2)/9337.83^2=6.84\times10^{-4}$. The first-order shifts $-20$ and $-220$ MHz bring the upper neighbour $(3/2,-3/2)$ closer by 200 MHz, which raises this estimate to $200^2/9337.83^2+140^2/9137.83^2=6.93\times10^{-4}$. This is close to the largest admixture of any state found by the diagonalization, $6.94\times10^{-4}$.

As the field is lowered, $E_2$ grows as $1/B$ and the expansion loses its meaning once $|\Delta|$ is comparable with the hyperfine elements. The blocks with more than one state must then be diagonalized, and in general $m_J$ and $m_I$ no longer describe their states. The two stretched states remain exact product states at any field.

As the field is raised, the limit comes from the neighbouring fine-structure levels. With the numbers of the example, conditions (5) require $E_{\rm fs}/h$ to be much larger than $6998^3/100^2\approx3.4\times10^7$ MHz if absolute energies are to be accurate at the level of $E_2$. For the mixed shift the corresponding value is $6998^2/100\approx4.9\times10^5$ MHz. These are estimates of order of magnitude, since numerical factors and the actual elements between different $J$ have been left out. The lowest $^2P$ levels of sodium, rubidium and caesium have $E_{\rm fs}/h$ of about $5.2\times10^5$, $7.1\times10^6$ and $1.7\times10^7$ MHz, so none of them meets the first condition with the numbers of the example. For a single $p$ electron with $g_S=2$, the field raises the $m_J=\pm1/2$ levels of $^2P_{3/2}$ by about $\tfrac29(\mu_BB)^2/E_{\rm fs}$. At 0.5 T and the rubidium splitting this is 1.5 MHz, comparable with $E_2$. With the $A$ and $B_Q$ of the example and nonrelativistic hyperfine elements between the two $J$ levels, the mixed shift then varies with $m_I$ by about 0.12 MHz. This exceeds the 0.08 MHz of the table, which is therefore an accuracy within the fixed-$J$ model only.

## Table of computed values

```
I = 1.5, J = 1.5, gJ = 1.333333, gI = -0.001
A/h = 100.0 MHz, BQ/h = 20.0 MHz, B = 0.5 T
muB/h = 13996.2449 MHz/T
muB*B/h = 6998.1225 MHz
delta/h = 9337.8281 MHz
kappa/h = 1.11111 MHz
A^2/(2 delta h) = 0.53546 MHz
State mJ = 1/2, mI = -1/2, all E/h in MHz:
  Zeeman energy          4668.9140
  A mI mJ                -25.0000
  diagonal quadrupole    5.0000
  effective A, mJ down   100.0000
  effective A, mJ up     93.3333
  E2 from mJ down by 1   4.2837
  E2 from mJ up by 1     -2.0990
  E2 from mJ change of 2 0.005355
  E2 full                2.1900
  E2 with A^2 term only  1.8741
  total to second order  4651.1041
  exact diagonalization  4651.0537
  total in cm^-1         0.1551441
Hyperfine shifts (Zeeman energy removed), E/h in MHz:
  mJ   mI     first   E2(A^2)  E2(full)  exact shift
 1.5  1.5   230.000    0.0000    0.0000     230.0000
 1.5  0.5    70.000    2.4096    2.7415      72.7407
 1.5 -0.5   -80.000    3.2127    3.2181     -76.7407
 1.5 -1.5  -220.000    2.4096    2.1043    -217.8463
 0.5  1.5    70.000   -2.4096   -2.7415      67.2593
 0.5  0.5    30.000    0.0000    0.0000      29.9175
 0.5 -0.5   -20.000    1.8741    2.1900     -17.8604
 0.5 -1.5   -80.000    3.2127    3.2181     -76.7407
-0.5  1.5   -80.000   -3.2127   -3.2181     -83.1768
-0.5  0.5   -20.000   -1.8741   -2.1900     -22.2361
-0.5 -0.5    30.000    0.0000    0.0000      29.9175
-0.5 -1.5    70.000    2.4096    2.7415      72.7407
-1.5  1.5  -220.000   -2.4096   -2.1043    -222.0572
-1.5  0.5   -80.000   -3.2127   -3.2181     -83.1768
-1.5 -0.5    70.000   -2.4096   -2.7415      67.2593
-1.5 -1.5   230.000    0.0000    0.0000     230.0000
Largest error, first order only: 3.2593 MHz
Largest error, with A^2 term:    0.3620 MHz
Largest error, with full E2:     0.0825 MHz
Largest admixture of other product states: 6.938e-04
Ratios of largest values, 10 T over 20 T:
  error with A^2 term 2.0000
  error with full E2  4.0000
  admixture           4.0000
Worst 1/B coefficient error, units of |A|=1: 4.4e-07
```
